# Anisotropic Hopping and Collective Diffusion of Adatoms on a Row-Structured Surface: a numerical check

```python
"""
Result under test: an adatom hops along surface rows (x) and across them (y)
with rates Gamma_i = nu*exp(-E_i/kT). For E_x = 0.30 eV, E_y = 0.40 eV and
equal prefactors nu, Gamma_x/Gamma_y = exp((E_y-E_x)/kT), near 48 at 300 K.
With site exclusion as the only interaction, the collective diffusion
coefficients are D_i = Gamma_i*L_i**2, where L_i is the hop length.
Units: eV, K, s, nm for inputs; SI inside the flux calculation.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import expm_multiply
from scipy.special import expit

k_ev = const.k / const.e
temperature = 300.0
barrier_x, barrier_y = 0.30, 0.40
prefactor = 1.0e12
length_x, length_y = 0.29, 0.41          # rough silver (110) spacings, nm
mass = 107.87 * const.atomic_mass        # silver atom, kg
bond = 0.20                              # rough in-row attraction, eV
kt = k_ev * temperature


def arrhenius(barrier, temp):
    return prefactor * np.exp(-barrier / (k_ev * temp))


def well_frequency(barrier, length):
    """Small-oscillation frequency in V = (E/2)(1-cos(2 pi x/L)), in Hz."""
    return np.sqrt(barrier * const.e / (2 * mass)) / (length * 1e-9)


def flux_rate(barrier, length, temp):
    """One-way equilibrium flux through one saddle, by numerical integration."""
    beta = 1 / (k_ev * temp)
    upward = quad(lambda u: u * np.exp(-u * u / 2), 0, 12)[0]
    norm = quad(lambda u: np.exp(-u * u / 2), -12, 12)[0]
    mean_speed = np.sqrt(const.k * temp / mass) * upward / norm
    phase = 2 * np.pi * np.arange(4000) / 4000
    boltzmann = np.exp(-beta * barrier / 2 * (1 - np.cos(phase)))
    well_integral = length * 1e-9 * boltzmann.mean()
    return mean_speed * np.exp(-beta * barrier) / well_integral


# Rates and their ratio
gamma_x = arrhenius(barrier_x, temperature)
gamma_y = arrhenius(barrier_y, temperature)
ratio = gamma_x / gamma_y
assert abs(ratio - 48) < 0.5

# Flux integration for wells of equal curvature but unequal barriers
length_equal = length_x * np.sqrt(barrier_y / barrier_x)
deviation = {}
for temp in (300.0, 30.0):
    flux_x = flux_rate(barrier_x, length_x, temp)
    flux_y = flux_rate(barrier_y, length_equal, temp)
    law = np.exp((barrier_y - barrier_x) / (k_ev * temp))
    deviation[temp] = flux_x / flux_y / law - 1
    harmonic = (well_frequency(barrier_x, length_x)
                * np.exp(-barrier_x / (k_ev * temp)))
    # anharmonic error of a sinusoidal well is close to kT/(4E)
    assert abs(flux_x / harmonic - 1) < 1.5 * k_ev * temp / (4 * barrier_x)
assert abs(deviation[300.0]) < 0.01      # anharmonicity at 300 K
assert abs(deviation[30.0]) < 0.001      # fades on cooling


# Many-particle master equation with exclusion on a periodic 4 x 3 lattice
def hop_rates_from_density_waves(particles, nx=4, ny=3):
    states = list(combinations(range(nx * ny), particles))
    index = {state: i for i, state in enumerate(states)}
    rows, cols, vals = [], [], []
    for state, start in index.items():
        for site in state:
            x, y = site % nx, site // nx
            for dx, dy, rate in ((1, 0, ratio), (-1, 0, ratio),
                                 (0, 1, 1.0), (0, -1, 1.0)):
                target = (x + dx) % nx + nx * ((y + dy) % ny)
                if target in state:
                    continue
                new = tuple(sorted(set(state) - {site} | {target}))
                rows += [index[new], start]
                cols += [start, start]
                vals += [rate, -rate]
    size = len(states)
    generator = coo_matrix((vals, (rows, cols)), shape=(size, size)).tocsr()
    initial = np.zeros(size)
    initial[0] = 1.0
    sites = np.array(states)
    found = []
    for coordinate, number, time in ((sites % nx, nx, 0.01),
                                     (sites // nx, ny, 0.3)):
        q = 2 * np.pi / number
        wave = np.exp(1j * q * coordinate).sum(axis=1)
        final = expm_multiply(generator * time, initial)
        decay = -np.log(abs(wave @ final) / abs(wave @ initial)) / time
        found.append(decay / (2 * (1 - np.cos(q))))
    return found


wave_results = {}
for particles in (1, 5):
    found_x, found_y = hop_rates_from_density_waves(particles)
    assert abs(found_x / ratio - 1) < 1e-7
    assert abs(found_y - 1) < 1e-7
    wave_results[particles] = found_x / found_y

# Spreading of one adatom on a long chain, time in units of 1/Gamma
chain = 161
hop = np.eye(chain, k=1) + np.eye(chain, k=-1)
hop -= np.diag(hop.sum(axis=0))
start = np.zeros(chain)
start[chain // 2] = 1.0
position = np.arange(chain) - chain // 2
elapsed = 20.0
spread = expm_multiply(coo_matrix(hop * elapsed).tocsr(), start)
d_reduced = (spread @ position**2) / (2 * elapsed)
assert abs(d_reduced - 1) < 1e-7
nm2_to_cm2 = 1e-14
diff_x = gamma_x * length_x**2 * nm2_to_cm2
diff_y = gamma_y * length_y**2 * nm2_to_cm2

# Prefactors and flux ratio for sinusoidal wells with the real hop lengths
nu_x = well_frequency(barrier_x, length_x)
nu_y = well_frequency(barrier_y, length_y)
ratio_sine = (flux_rate(barrier_x, length_x, temperature)
              / flux_rate(barrier_y, length_y, temperature))


# Quantum correction: discrete well levels and parabolic-barrier tunnelling
def quantum_factor(frequency):
    u = const.h * frequency / (const.k * temperature)
    formula = np.sinh(u / 2) / np.sin(u / 2)
    levels = np.exp(-u * (np.arange(2000) + 0.5)).sum()
    tunnelling = sum(
        quad(lambda e: np.exp(-e) * expit(2 * np.pi * e / u), a, b)[0]
        for a, b in ((-3, 0), (0, 3), (3, 50)))
    assert abs(tunnelling / (u * levels) / formula - 1) < 1e-6
    return formula


quantum_x, quantum_y = quantum_factor(nu_x), quantum_factor(nu_y)

# Exchange bound: every cross-row event also shifts by one site along the row
moves = [(1, 0, gamma_x), (-1, 0, gamma_x)]
moves += [(sx, sy, gamma_y / 2) for sx in (1, -1) for sy in (1, -1)]
exchange_gain = sum(r * dx**2 for dx, dy, r in moves) / (2 * gamma_x) - 1

# Coverage at which attraction gives a 5 percent chance of a given neighbour
boost = np.exp(bond / kt)
chance = 0.05


def row_gas(activity):
    off = np.sqrt(activity)
    transfer = np.array([[1.0, off], [off, activity * boost]])
    values, vectors = np.linalg.eigh(transfer)
    return vectors[1, -1]**2, activity * boost / values[-1]


activity = brentq(lambda z: row_gas(z)[1] - chance,
                  1e-6 / boost, 0.5 / boost, xtol=1e-16)
coverage = row_gas(activity)[0]
assert abs(coverage * boost * (1 - chance)**2 / chance - 1) < 1e-3

print(f"temperature: {temperature:.0f} K")
print(f"barrier along rows: {barrier_x:.2f} eV")
print(f"barrier across rows: {barrier_y:.2f} eV")
print(f"common prefactor: {prefactor:.1e} 1/s")
print(f"hop length along rows: {length_x:.2f} nm")
print(f"hop length across rows: {length_y:.2f} nm")
print(f"Boltzmann constant: {k_ev:.6e} eV/K")
print(f"thermal energy kT: {kt:.6f} eV")
print(f"barrier difference / kT: {(barrier_y - barrier_x) / kt:.4f}")
print(f"hop rate along rows, one neighbour: {gamma_x:.4e} 1/s")
print(f"hop rate across rows, one neighbour: {gamma_y:.4e} 1/s")
print(f"rate ratio: {ratio:.2f}")
print(f"mean wait, either hop along: {1e9 / (2 * gamma_x):.2f} ns")
print(f"mean wait, either hop across: {1e9 / (2 * gamma_y):.1f} ns")
for temp in (200.0, 400.0, 600.0):
    other = arrhenius(barrier_x, temp) / arrhenius(barrier_y, temp)
    print(f"rate ratio at {temp:.0f} K: {other:.2f}")
print(f"flux ratio deviation, 300 K: {100 * deviation[300.0]:.3f} percent")
print(f"flux ratio deviation, 30 K: {100 * deviation[30.0]:.4f} percent")
for particles, value in wave_results.items():
    print(f"density-wave rate ratio, {particles} of 12 sites: {value:.2f}")
print(f"chain spreading, D/(Gamma L^2): {d_reduced:.6f}")
print(f"D along rows: {diff_x:.3e} cm2/s")
print(f"D across rows: {diff_y:.3e} cm2/s")
print(f"squared length ratio (Lx/Ly)^2: {(length_x / length_y)**2:.4f}")
print(f"D ratio: {diff_x / diff_y:.2f}")
print(f"factor from 0.02 eV error: {np.exp(0.02 / kt):.3f}")
print(f"silver mass: {mass / const.atomic_mass:.2f} u")
print(f"sinusoidal well frequency along: {nu_x:.3e} Hz")
print(f"sinusoidal well frequency across: {nu_y:.3e} Hz")
print(f"frequency ratio: {nu_x / nu_y:.3f}")
print(f"rate ratio, sinusoidal wells: {ratio_sine:.2f}")
print(f"quantum gain, rate along: {100 * (quantum_x - 1):.3f} percent")
print(f"quantum gain, rate across: {100 * (quantum_y - 1):.3f} percent")
print(f"quantum change of ratio: "
      f"{100 * (quantum_x / quantum_y - 1):.3f} percent")
print(f"exchange bound, gain of D along: {100 * exchange_gain:.2f} percent")
print(f"in-row bond energy: {bond:.2f} eV")
print(f"bond Boltzmann factor: {boost:.0f}")
print(f"chance of neighbour on a given side: {100 * chance:.0f} percent")
print(f"coverage for that chance: {coverage:.2e} of a monolayer")
print("no test failed")
```

Running it gives:

```
temperature: 300 K
barrier along rows: 0.30 eV
barrier across rows: 0.40 eV
common prefactor: 1.0e+12 1/s
hop length along rows: 0.29 nm
hop length across rows: 0.41 nm
Boltzmann constant: 8.617333e-05 eV/K
thermal energy kT: 0.025852 eV
barrier difference / kT: 3.8682
hop rate along rows, one neighbour: 9.1248e+06 1/s
hop rate across rows, one neighbour: 1.9068e+05 1/s
rate ratio: 47.85
mean wait, either hop along: 54.80 ns
mean wait, either hop across: 2622.3 ns
rate ratio at 200 K: 331.05
rate ratio at 400 K: 18.19
rate ratio at 600 K: 6.92
flux ratio deviation, 300 K: -0.648 percent
flux ratio deviation, 30 K: -0.0547 percent
density-wave rate ratio, 1 of 12 sites: 47.85
density-wave rate ratio, 5 of 12 sites: 47.85
chain spreading, D/(Gamma L^2): 1.000000
D along rows: 7.674e-09 cm2/s
D across rows: 3.205e-10 cm2/s
squared length ratio (Lx/Ly)^2: 0.5003
D ratio: 23.94
factor from 0.02 eV error: 2.168
silver mass: 107.87 u
sinusoidal well frequency along: 1.263e+12 Hz
sinusoidal well frequency across: 1.032e+12 Hz
frequency ratio: 1.224
rate ratio, sinusoidal wells: 58.21
quantum gain, rate along: 0.341 percent
quantum gain, rate across: 0.227 percent
quantum change of ratio: 0.113 percent
exchange bound, gain of D along: 2.09 percent
in-row bond energy: 0.20 eV
bond Boltzmann factor: 2290
chance of neighbour on a given side: 5 percent
coverage for that chance: 2.42e-05 of a monolayer
no test failed
```
